# Grey and white tin: a transition temperature from two Debye spectra

## Problem

Tin has a grey form, α, with the diamond structure, and a white metallic form, β. White tin replaces grey tin on heating, at roughly 13 °C. Model each phase by a Debye spectrum with three vibrational modes per atom and these parameters:

- Debye temperatures $\theta_\alpha=220$ K and $\theta_\beta=165$ K;
- static energy difference $\Delta E=E_\beta-E_\alpha=21.8$ meV per atom, without zero-point energy.

The Debye temperatures are round model values, and $\Delta E$ was chosen with the observed temperature in view. They represent tin through their ratio: at 298 K the model entropies, 41.2 and 48.2 J/(mol K), lie about 3 J/(mol K) below the tabulated ones. Their difference, about 7.0 J/(mol K), is close to the measured difference, which also contains electronic and expansion entropy. The model therefore does not predict that temperature. It shows how a crossing arises and how firmly the parameters fix it.

Take harmonic vibrations, a fixed volume for each phase, zero pressure and no electronic entropy. Energies and entropies are per atom, $k=0.086173$ meV/K, and $\Delta$ always means β minus α.

1. Find the vibrational free energy $f$, energy $u$ and entropy $s$ of a Debye solid.
2. Under what condition on $\Delta E$ do the two free energies cross at some $T>0$, and how often?
3. Find a closed approximation for the crossing temperature $T^*$, evaluate it, and compare it with the crossing of the full Debye free energies.
4. Find the latent heat.
5. How does $T^*$ respond to small changes in the three parameters?

## Hints

**For 1.** Start from the partition function of one oscillator. In the variable $w=\omega/\omega_D$ the normalized Debye density is $3w^2$ on $0<w<1$. Integrate the logarithm by parts.

**For 2.** Look at the sign of $d\Delta F/dT$, then at the two ends of the temperature axis.

**For 3.** Combine the zero-point and thermal parts of the oscillator free energy into one logarithm before expanding. Ask what happens to the zero-point energy.

**For 4.** At the crossing the free energies are equal, so $T^*\Delta s=\Delta U$.

**For 5.** Differentiate $\Delta F=0$. Since $f/T$ depends on $\theta$ and $T$ through $\theta/T$ alone, $\partial f/\partial\theta$ is related to $u$.

## Solution

### 1. The Debye functions

For one mode let $y=\hbar\omega/kT$. The levels $(n+\tfrac12)\hbar\omega$ form a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)y}=\frac{e^{-y/2}}{1-e^{-y}},\qquad -kT\ln Z=kT\left[\frac y2+\ln(1-e^{-y})\right].$$

With $x=\theta/T$ we have $y=wx$. Averaging over the spectrum and multiplying by three modes gives

$$f=3kT\int_0^1 3w^2\left[\frac{wx}{2}+\ln(1-e^{-wx})\right]dw .$$

The first term is $3kT\cdot 3x/8=\tfrac98k\theta$, the zero-point energy. In the second, integrate $3w^2$ to $w^3$. The boundary term at $w=0$ vanishes because $w^3\ln w\to0$, so

$$\int_0^1 3w^2\ln(1-e^{-wx})\,dw=\ln(1-e^{-x})-\int_0^1\frac{w^3x}{e^{wx}-1}\,dw .$$

Putting $t=wx$ turns the last integral into $x^{-3}\int_0^x t^3/(e^t-1)\,dt=D_3(x)/3$, where

$$D_3(x)=\frac{3}{x^3}\int_0^x\frac{t^3}{e^t-1}\,dt .$$

Hence

$$f=\tfrac98k\theta+3kT\ln(1-e^{-x})-kT\,D_3(x).$$

The mean energy of a mode is $kT[y/2+y/(e^y-1)]$. The same average and substitution give

$$u=\tfrac98k\theta+3kT\,D_3(x),$$

and $s=(u-f)/T$ is

$$s=k\left[4D_3(x)-3\ln(1-e^{-x})\right].$$

### 2. Existence and uniqueness of the crossing

At zero pressure the stable phase has the lower Helmholtz free energy, so we study

$$\Delta F(T)=\Delta E+f(\theta_\beta,T)-f(\theta_\alpha,T),\qquad \frac{d\Delta F}{dT}=-\Delta s .$$

The entropy of one mode is $\sigma(y)=k[y/(e^y-1)-\ln(1-e^{-y})]$. Its derivative is

$$\frac{d\sigma}{dy}=k\left[\frac{1}{e^y-1}-\frac{ye^y}{(e^y-1)^2}-\frac{1}{e^y-1}\right]=-\frac{k\,y\,e^y}{(e^y-1)^2}<0 .$$

At each $w$ the β mode has the smaller $y=w\theta/T$ and so the larger entropy. Therefore $\Delta s>0$ for $T>0$, and $\Delta F$ falls steadily. Physically, the softer lattice has more closely spaced levels and spreads over more of them.

At $T=0$ the zero-point energies remain:

$$\Delta F(0)=\Delta E-\tfrac98k(\theta_\alpha-\theta_\beta).$$

At high temperature $\Delta F\to-\infty$, as the expansion in part 3 shows. There is thus one crossing if

$$\Delta E>\tfrac98k(\theta_\alpha-\theta_\beta),$$

and none at $T>0$ otherwise; white tin would then be stable at every $T>0$. Here the right side is $1.125\times0.086173\times55=5.33$ meV, so $\Delta F(0)=21.80-5.33=16.47$ meV and the condition holds.

### 3. The crossing temperature

Since $y/2=\ln e^{y/2}$, the bracket in the oscillator free energy is

$$\frac y2+\ln(1-e^{-y})=\ln\left(2\sinh\frac y2\right).$$

From $2\sinh(y/2)=y(1+y^2/24+y^4/1920+\dots)$ and $\ln(1+\epsilon)=\epsilon-\epsilon^2/2+\dots$, the coefficient of $y^4$ is $1/1920-1/1152=-1/2880$. So

$$\ln\left(2\sinh\frac y2\right)=\ln y+\frac{y^2}{24}-\frac{y^4}{2880}+\dots$$

The Debye averages of $\ln w$, $w^2$ and $w^4$ are $-\tfrac13$, $\tfrac35$ and $\tfrac37$. Therefore

$$f=3kT\left[\ln x-\frac13+\frac{x^2}{40}-\frac{x^4}{6720}+\dots\right].$$

This contains no term independent of $T$. The zero-point part $y/2$ has been cancelled by the $-y/2$ in $\ln(1-e^{-y})=\ln y-y/2+\dots$.

Define

$$\Lambda=\ln\frac{\theta_\alpha}{\theta_\beta},\qquad A=\frac{\theta_\alpha^2-\theta_\beta^2}{40}.$$

Subtracting the two expansions, the $-\tfrac13$ drops out. Through order $1/T$,

$$\Delta F\simeq\Delta E-3kT\Lambda-\frac{3kA}{T}.$$

The term $-3kT\Lambda$ gives the high-temperature limit used in part 2. If the last term is dropped, $\Delta F=0$ gives the classical estimate

$$T_0=\frac{\Delta E}{3k\Lambda}.$$

Keeping it, set $\Delta F=0$, multiply by $-T/(3k)$ and use $\Delta E/(3k)=\Lambda T_0$:

$$\Lambda T^2-\Lambda T_0T+A=0,\qquad T^*\simeq\frac{T_0}{2}\left[1+\sqrt{1-\frac{4A}{\Lambda T_0^2}}\right].$$

The upper root is the one that tends to $T_0$ as $A\to0$. The product of the roots is $A/\Lambda$, which puts the lower root near 6 K. There $\theta/T$ is large and the expansion is useless, so that root is spurious.

With $\Lambda=0.28768$ and $A=529.4$ K²,

$$T_0=\frac{21.8}{3\times0.086173\times0.28768}\ \text{K}=293.1\ \text{K},$$

$$\frac{4A}{\Lambda T_0^2}=0.0857,\qquad T^*\simeq146.56\,(1+0.9562)\ \text{K}=286.7\ \text{K}.$$

The full Debye free energies, in meV per atom, are:

| $T$ (K) | $f_\alpha$ | $f_\beta$ | $\Delta F$ |
|---:|---:|---:|---:|
| 100 | 14.809 | 6.061 | 13.052 |
| 200 | −10.754 | −26.305 | 6.249 |
| 286 | −42.954 | −64.700 | 0.054 |
| 300 | −48.867 | −71.632 | −0.965 |

The sign changes just above 286 K, and solving $\Delta F=0$ numerically gives $T^*=286.740$ K, against 286.705 K from the quadratic. The small difference has the sign and size of the next term of the series. That term adds $3k(\theta_\alpha^4-\theta_\beta^4)/(6720\,T^3)\approx0.0026$ meV to $\Delta F$, which delays the crossing by about 0.04 K. These decimals compare two solutions of one model; as a physical statement, the result is $T^*\approx287$ K, or about 14 °C.

The cancellation of the zero-point energy matters here. Suppose one put the zero-point-corrected difference, 16.47 meV, into the classical formula for $T_0$. The result would be 221 K, about 65 K below the crossing. The classical formula already belongs to a regime in which the thermal part has removed the zero-point term, so the correction would be subtracted without its counterpart.

### 4. Latent heat

At $T^*$ the equality $U_\alpha-T^*s_\alpha=U_\beta-T^*s_\beta$ gives

$$q=T^*\Delta s=\Delta E+u_\beta-u_\alpha .$$

With $D_3=0.74151$ for α and $0.80070$ for β, and $3kT^*=74.13$ meV,

$$u_\alpha=21.33+54.97=76.30\ \text{meV},\qquad u_\beta=16.00+59.35=75.35\ \text{meV}.$$

Hence $q=21.80-0.94=20.86$ meV per atom, or 2.01 kJ/mol, absorbed on heating from grey to white. The entropy route agrees: $\Delta s=0.07273$ meV/K, and $286.74\times0.07273=20.85$ meV, equal within rounding.

The vibrational energies nearly coincide, as equipartition suggests. The latent heat is therefore mostly static energy, while the entropy that pays for it comes from the softer spectrum.

### 5. Sensitivity to the parameters

Write $f=T\varphi(x)$ with $x=\theta/T$. Then $\partial f/\partial\theta=\varphi'$ and $\partial f/\partial T=\varphi-x\varphi'$, so

$$u=f-T\frac{\partial f}{\partial T}=Tx\varphi'=\theta\frac{\partial f}{\partial\theta}.$$

Moving along the condition $\Delta F=0$ requires

$$0=d\Delta E+\frac{u_\beta}{\theta_\beta}d\theta_\beta-\frac{u_\alpha}{\theta_\alpha}d\theta_\alpha-\Delta s\,dT^* .$$

Changing one parameter at a time gives

$$\frac{\partial T^*}{\partial\Delta E}=\frac1{\Delta s}=13.75\ \text{K/meV},$$

$$\frac{\partial T^*}{\partial\theta_\alpha}=-\frac{u_\alpha}{\theta_\alpha\Delta s}=-4.77,\qquad \frac{\partial T^*}{\partial\theta_\beta}=\frac{u_\beta}{\theta_\beta\Delta s}=6.28 .$$

An error of 1 meV per atom in the static energy moves the transition by about 14 K. Raising $\theta_\alpha$ alone by 1% (2.2 K) lowers $T^*$ by about 10 K. Raising both Debye temperatures by 1% changes it by $-10.49+10.36\approx-0.1$ K, because $\Lambda$ depends on their ratio. Conversely, a crossing at 286 K needs $\Delta E=21.746$ meV, only 0.054 meV below the value used.

The same factor $1/\Delta s$ converts any small omitted free energy into a temperature shift. At atmospheric pressure the omitted term is $p\,\Delta V$. For a volume change of at most 10 Å³ per atom it is at most 0.0063 meV, which shifts $T^*$ by less than 0.1 K. Thermal expansion and anharmonicity are not bounded by this argument. A difference of a few tenths of a meV between the phases would already matter by several kelvin, and expansion can contribute more. Letting the volume relax lowers the free energy by roughly $\tfrac12BV(\alpha_VT)^2$, with $B$ the bulk modulus and $\alpha_V$ the volume expansion coefficient. Rough values for white tin ($B\approx58$ GPa, $V\approx27$ Å³, $\alpha_V\approx6.6\times10^{-5}$ K$^{-1}$) give about 1.8 meV at $T^*$, against about 0.1 meV for grey tin. If $\Delta E$ and the spectra refer to the unexpanded lattices, this lowers the crossing by roughly 20 K.

## Variation 1: Einstein spectra

Replace each Debye spectrum by three modes per atom at one frequency, with $\theta_E=\sqrt{3/5}\,\theta_D$. How far does the crossing move?

The Einstein free energy is $3kT\ln[2\sinh(\theta_E/2T)]$, so

$$f_E=3kT\left[\ln\frac{\theta_E}{T}+\frac{\theta_E^2}{24T^2}-\frac{\theta_E^4}{2880T^4}+\dots\right].$$

The common factor $\sqrt{3/5}$ cancels in $\Lambda$. It also makes $\theta_E^2/24=\theta_D^2/40$. The two models therefore have the same $\Delta F$ through order $1/T$ and the same quadratic for $T^*$. They first differ in the fourth-order term, whose coefficient is $(9/25)/2880=1/8000$ in $\theta_D^4/T^4$, instead of $1/6720$.

With Einstein temperatures of 170.4 K and 127.8 K, the numerical crossing is at 286.735 K, against 286.740 K for Debye. The agreement rests on two matched quantities: the difference between the phases of the average of $\ln\omega$, and the difference of the average of $\omega^2$, which here is matched in each phase separately. The first matches because both phases are given the same spectral shape, so the shape-dependent constant ($-\tfrac13$ for Debye, $\tfrac12\ln\tfrac35$ for Einstein) cancels; spectra of different shape in the two phases would change the leading term. This does not extend to low temperature: the Einstein zero-point energy is $\tfrac32k\theta_E=1.162\,k\theta_D$, not $1.125\,k\theta_D$, so the threshold for a crossing differs.

## Variation 2: electronic entropy of the metal

Give white tin a constant electronic density of states $g=0.5$ states/eV per atom, both spins included, and neglect the electronic term in grey tin. This $g$ is an illustrative value. Where does the crossing go?

Thermal excitation of electrons above the Fermi level and of holes below it contributes equally to the grand potential:

$$f_{el}=-2g(kT)^2\int_0^\infty\ln(1+e^{-z})\,dz=-\frac{\pi^2}{6}g(kT)^2 .$$

The integral is $\sum_{n\ge1}(-1)^{n+1}/n^2=\pi^2/12$. The symmetry between electrons and holes keeps the Fermi level fixed at constant electron number, so this is also the change in the Helmholtz free energy.

At the old crossing $kT^*=24.71$ meV and $f_{el}=-0.502$ meV. The first-order shift is $-0.502/0.07273=-6.90$ K. Solving again gives 280.15 K, a shift of $-6.59$ K. It is smaller because the electrons also add entropy, $-2f_{el}/T^*=0.0035$ meV/K, which steepens the fall of $\Delta F$: $0.502/(0.0727+0.0035)=6.59$.

A term of half a meV thus moves the transition by almost 7 K. Raising $\Delta E$ by 0.50 meV would restore the original crossing, so a static energy fitted to the transition temperature also absorbs whatever the vibrational model leaves out. The numerical check solves for the crossings in both variations.

## Computed values

```
Debye temperature, grey tin model: 220 K
Debye temperature, white tin model: 165 K
Static energy difference dE: 21.8 meV/atom
Boltzmann constant: 0.086173 meV/K
Zero-point difference (grey - white): 5.332 meV/atom
Delta F at T = 0: 16.468 meV/atom
T (K), f_grey, f_white, Delta F (meV/atom):
  100  14.809  6.061  13.052
  200  -10.754  -26.305  6.249
  250  -28.560  -47.696  2.664
  286  -42.954  -64.700  0.054
  300  -48.867  -71.632  -0.965
  400  -95.510  -125.600  -8.290
Lam = ln(220/165 ratio of Debye temperatures): 0.28768
A: 529.375 K^2
Classical estimate T0: 293.12 K
Quadratic formula T*: 286.705 K
Direct Debye crossing T*: 286.740 K
Direct crossing in Celsius: 13.59 deg C
Einstein temperature, grey: 170.41 K
Einstein temperature, white: 127.81 K
Einstein crossing: 286.735 K
Wrong estimate, zero-point energy inserted in T0: 221.43 K
dE needed for crossing at 286 K: 21.746 meV/atom
D3 at T*, grey: 0.74151
D3 at T*, white: 0.80070
Vibrational energy at T*, grey: 76.295 meV/atom
Vibrational energy at T*, white: 75.351 meV/atom
Entropy at T*, grey: 0.41695 meV/K/atom
Entropy at T*, white: 0.48969 meV/K/atom
Entropy difference at T*: 0.07273 meV/K/atom
Latent heat: 20.856 meV/atom
Latent heat: 2.012 kJ/mol
dT*/d(dE): 13.75 K per meV/atom
dT*/d(theta grey): -4.77 K/K
dT*/d(theta white): 6.28 K/K
Electronic density of states g: 0.5 states/eV/atom
Electronic free energy at T*: -0.502 meV/atom
First-order electronic shift of T*: -6.90 K
Crossing with electronic term: 280.15 K
Volume change used for pressure bound: 10 cubic angstrom
Pressure term at 1 atm: 0.0063 meV/atom
Bound on pressure shift of T*: 0.087 K
```
